# Where plate and membrane estimates meet for a clamped nitride diaphragm

**Question.** A circular silicon nitride diaphragm, 500 µm in radius and 1 µm thick, is clamped at its rim and loaded by a small uniform pressure. Its centre deflection can be estimated as that of a stress-free plate, which resists by bending, or as that of a membrane, which resists by tension. How large must the residual tension be for the two estimates to agree, how does this tension scale with the dimensions, and how good is the common estimate there?

**Answer.** The estimates agree at a tension of about 1.4 MPa, for a Young modulus of 250 GPa. This crossover stress scales as $E(h/a)^2$, where $E$ is the modulus, $h$ the thickness and $a$ the radius. Agreement does not make the estimates right: at the crossover each is about 2.1 times the deflection found when bending and tension act together.

**The energy of the film**

Let $w(r)$ be the deflection along the pressure $p$, and $\sigma$ the equal-biaxial stress in the flat, clamped, unloaded film, positive in tension. The film is uniform, isotropic and linearly elastic, with Poisson ratio $\nu$. The clamp imposes $w(a)=0$ and $w'(a)=0$, and the rim cannot move in its plane.

At height $z$ above the mid-plane, bending produces the strains $\varepsilon_r=-zw''$ and $\varepsilon_\theta=-zw'/r$. A thin film carries negligible stress normal to its surface, so Hooke's law gives
$$\sigma_r=\frac{E}{1-\nu^2}(\varepsilon_r+\nu\varepsilon_\theta),\qquad \sigma_\theta=\frac{E}{1-\nu^2}(\varepsilon_\theta+\nu\varepsilon_r).$$
Integrating the energy density $\tfrac12(\sigma_r\varepsilon_r+\sigma_\theta\varepsilon_\theta)$ over the thickness gives, per unit area,
$$\frac D2\left[w''^2+\frac{w'^2}{r^2}+2\nu\frac{w''w'}{r}\right],\qquad D=\frac{E}{1-\nu^2}\int_{-h/2}^{h/2}z^2\,dz=\frac{Eh^3}{12(1-\nu^2)} .$$

The mid-plane strains are $e_r=u'+w'^2/2$ and $e_\theta=u/r$, where $u$ is the radial in-plane displacement. The term $w'^2/2$ is the leading lengthening of a tilted line element. The residual stress does work $\sigma h(e_r+e_\theta)$ per unit area. The part containing $u$ vanishes on integration, because $\int_0^a(u'+u/r)\,r\,dr=[ru]_0^a=0$. What remains is $\sigma hw'^2/2$. Since $u$ is of order $w^2$, the additional stretching energy is of fourth order in $w$ and is dropped for now.

The term with $2\nu$ also disappears: its radial integral is $\nu D\int_0^a w''w'\,dr=\nu D[w'^2/2]_0^a=0$. With $s=w'$, the total energy is therefore
$$\Pi=2\pi\int_0^a\left[\frac D2\left(rs'^2+\frac{s^2}{r}\right)+\frac{\sigma h}{2}rs^2-prw\right]dr .$$

Now vary $w$. Integration by parts turns $D\int rs'\,\delta s'\,dr$ into $-D\int(rs')'\,\delta s\,dr$, since $\delta s$ vanishes at both ends. Similarly, $-p\int r\,\delta w\,dr=+\int(pr^2/2)\,\delta s\,dr$, since $\delta w(a)=0$. Setting the coefficient of $\delta s$ to zero and dividing by $r$ gives
$$D\left(s''+\frac{s'}{r}-\frac{s}{r^2}\right)-\sigma hs=\frac{pr}{2}. \tag{1}$$

A stress gradient through the thickness adds a uniform bending moment. Its work is proportional to $\int_0^a(w''+w'/r)\,r\,dr=[rw']_0^a=0$, so in this linear model it causes no deflection.

**The two estimates**

For the plate, set $\sigma=0$. The operator in parentheses turns $r^3$ into $(6+3-1)r=8r$ and annihilates $r$ and $1/r$. The solution that is regular at the centre and has zero slope at the rim is $s=p(r^3-a^2r)/(16D)$. Since $w(r)=-\int_r^a s\,dr'$,
$$w(r)=\frac{p}{16D}\left[\frac{a^2(a^2-r^2)}2-\frac{a^4-r^4}{4}\right]=\frac{p(a^2-r^2)^2}{64D},\qquad w_p=\frac{pa^4}{64D},$$
where $w_p$ is the centre value.

For the membrane, set $D=0$. Equation (1) becomes algebraic, $s=-pr/(2\sigma h)$, and
$$w(r)=\frac{p(a^2-r^2)}{4\sigma h},\qquad w_m=\frac{pa^2}{4\sigma h}.$$
This solution has a nonzero slope at the rim. Without bending stiffness there is no derivative left with which to impose the second clamping condition.

Equating $w_p$ and $w_m$ cancels the pressure and gives
$$\boxed{\sigma_*=\frac{16D}{a^2h}=\frac43\,\frac{E}{1-\nu^2}\left(\frac ha\right)^2}.$$
Doubling the thickness raises $\sigma_*$ fourfold; doubling the radius lowers it fourfold. The corresponding force per unit length, $\sigma_*h$, scales as $h^3/a^2$.

**The numbers**

Take $E=250$ GPa and $\nu=0.23$, rough values for silicon nitride. Then $E/(1-\nu^2)=264.0$ GPa, $(h/a)^2=4.00\times10^{-6}$, and
$$\sigma_*=\frac43(264.0\ \text{GPa})(4.00\times10^{-6})=1.41\ \text{MPa}.$$
The stress is small because a modulus of hundreds of gigapascals is multiplied by a few parts per million. At fixed $\nu$, moduli of 200 and 300 GPa give 1.13 and 1.69 MPa, so the second digit depends on the film.

With $D=2.20\times10^{-8}$ N m and $p=1$ Pa,
$$w_p=\frac{(1\ \text{Pa})(5\times10^{-4}\ \text{m})^4}{64(2.20\times10^{-8}\ \text{N m})}=44.4\ \text{nm},$$
and $w_m$ has the same value at $\sigma_*$.

**The deflection with both stiffnesses**

For $\sigma>0$, define $k^2=\sigma ha^2/D$. This measures tension against bending, since $w_p/w_m=k^2/16$; the crossover is at $k=4$. The regular solution of (1) is the membrane slope plus a modified Bessel function:
$$s=-\frac{pr}{2\sigma h}+C\,I_1(kr/a),\qquad C=\frac{pa}{2\sigma h\,I_1(k)},$$
with $C$ fixed by $s(a)=0$. Because $I_0'=I_1$ and $I_0(0)=1$, integration gives
$$w(0)=-\int_0^a s\,dr=\frac{pa^2}{4\sigma h}-\frac{Ca}{k}[I_0(k)-1]=w_m\left\{1-\frac{2[I_0(k)-1]}{kI_1(k)}\right\}. \tag{2}$$

Both limits are contained in this result. For small $k$, $I_0-1\approx k^2/4+k^4/64$ and $kI_1\approx k^2/2+k^4/16$. The braces become
$$1-\frac{1+k^2/16}{1+k^2/8}\approx\frac{k^2}{16},$$
and $w(0)\to w_mk^2/16=w_p$. For large $k$, $I_0/I_1\to1$ and the braces tend to $1-2/k$. The membrane estimate is then approached slowly, because bending persists in a rim zone of width about $a/k$.

At the crossover, $I_0(4)=11.3019$ and $I_1(4)=9.7595$, so
$$\frac{w(0)}{w_m}=1-\frac{2(10.3019)}{4(9.7595)}=0.472 .$$
The deflection at 1 Pa is 21.0 nm, not 44.4 nm. Direct numerical minimization of $\Pi$ in a polynomial basis, without Bessel functions, gives the same factor.

Adding the two centre stiffnesses, $1/w=1/w_p+1/w_m$, would predict a factor of 0.5. The reason why such a sum can fall short is clearest for the mean deflection $\bar w$, to which uniform pressure couples. At fixed $\bar w$, the bending energy is at least its own minimum, and so is the tension energy. Their sum is thus at least the sum of the minima, and the true stiffness is at least the sum of the separate stiffnesses. Equality would require one shape to minimize both energies, but the plate and membrane shapes differ. This bound is proved for the mean deflection only; for the centre value the shortfall, 0.472 against 0.5, is read from (2).

**A different measured quantity**

The crossover also depends on what is compared. With $t=r^2/a^2$, the area average of $(1-t)^2$ is $1/3$ and that of $1-t$ is $1/2$. The mean deflections are therefore $w_p/3$ and $w_m/2$. They agree when
$$\frac{pa^4}{192D}=\frac{pa^2}{8\sigma h},\qquad \sigma=\frac{24D}{a^2h}=\frac32\sigma_*=2.11\ \text{MPa}.$$
A capacitive readout that responds to mean displacement would thus have a different crossover from an optical probe at the centre.

**The same stress scale in compression**

Set $p=0$ and $\sigma=-\sigma_c$ in (1). The regular solution is now $s\propto J_1(qr/a)$, with $q^2=\sigma_cha^2/D$. Clamping requires $J_1(q)=0$, whose first positive root is $q=3.8317$. Axisymmetric buckling therefore begins at
$$\sigma_c=\frac{q^2D}{a^2h}=\frac{14.68}{16}\sigma_*=1.29\ \text{MPa}.$$
A stress error of a few megapascals can separate a diaphragm above the crossover from a buckled one. Bending still matters at such stresses: at 3 MPa, (2) gives only $0.63\,w_m$.

**How small the pressure must be**

Deflection stretches the film and adds tension. Averaged over the area, the $u$ terms again cancel, so the mean of $e_r+e_\theta$ is half the mean of $w'^2$. For the plate shape $w=w_0(1-r^2/a^2)^2$,
$$\langle w'^2\rangle=\frac{16w_0^2}{a^2}\int_0^1t(1-t)^2\,dt=\frac{4w_0^2}{3a^2}.$$
Hooke's law gives the mean added stress $\langle\sigma_r+\sigma_\theta\rangle/2=E\langle e_r+e_\theta\rangle/[2(1-\nu)]$, hence
$$\Delta\sigma=\frac{Ew_0^2}{3(1-\nu)a^2}=\frac{1+\nu}{4}\left(\frac{w_0}{h}\right)^2\sigma_* .$$
Near the crossover, the linear results thus require $w_0$ to be well below the thickness. Under a much higher residual tension a larger deflection is allowed, because the added stress need only be small beside $\sigma$.

A numerical solution that restores the stretching energy and lets $u$ adjust shows the size of the effect, with the residual stress held at $\sigma_*$. At 1 Pa the deflection falls by 0.011% relative to the linear value, and at 2 Pa by 0.046%, four times as much, as a correction quadratic in pressure should. At 10 Pa the reduction is 1.1%, and at 100 Pa it is 34%, from 2.10 to 1.39 µm. At 10 Pa the mean added stress is 0.020 MPa; the plate-shape formula with $w_0=0.207$ µm gives 0.019 MPa. The difference reflects the shape, since the relation between mean added stress and $\langle w'^2\rangle$ holds for any shape within this model.

**Beside a real diaphragm**

A residual tension of 1.4 MPa is far below typical nitride values. Low-stress films are often near 100 MPa, and stoichiometric films can approach 1 GPa; both figures are rough. At 100 MPa, with the same dimensions, $k=33.7$ and (2) gives $w(0)=0.940\,w_m$. The membrane estimate is then 6% above the combined result, while the plate estimate is 76 times too large. To put the crossover at 100 MPa with $h=1$ µm, the radius would have to shrink to $500\sqrt{1.41/100}\approx59$ µm.

Holding a film at $\sigma_*$ would also demand close temperature control. If film and frame change temperature together and their expansion coefficients differ by a rough $10^{-6}$ per kelvin, the stress changes by $E\,\Delta\alpha/(1-\nu)=0.32$ MPa per kelvin. About 4 K then shifts it by the whole of $\sigma_*$.

At the crossover, a change of 1 K alters the deflection given by (2) by more than 10%. Three further effects are smaller than this in the example; a compliant rim or uneven thickness would need a separate estimate. For a rough density of 3000 kg/m³, the weight of a horizontal film is equivalent to 0.029 Pa, or 2.9% of the 1 Pa load. A radius larger by one film thickness lowers $\sigma_*$ by 0.40% and, at fixed stress, raises the deflection by about 0.6%. For transverse shear, force balance on a disc of radius $r$ gives a shear force $pr/2$ per unit length. With shear modulus $G$ and the usual correction factor $k_s=5/6$, the added slope is $-pr/(2k_sGh)$. This has the membrane form with $\sigma$ replaced by $k_sG$, so its deflection relative to $w_p$ is $\sigma_*/(k_sG)=1.7\times10^{-5}$ for the pure plate.

## Computed values

```
radius a = 500 um; thickness h = 1.0 um
Young modulus (rough) = 250 GPa; Poisson ratio = 0.23
plate modulus E/(1-nu^2) = 264.0 GPa
(h/a)^2 = 4.00e-06
bending stiffness D = 2.1997e-08 N m
crossover stress, formula = 1.4078 MPa
crossover stress, numerical root = 1.4078 MPa
crossover tension sigma*h = 1.4078 N/m
crossover for mean deflection = 2.1117 MPa
crossover if E = 200 GPa: 1.126 MPa
crossover if E = 300 GPa: 1.689 MPa
example pressure = 1.0 Pa
plate estimate = 44.40 nm
membrane estimate = 44.40 nm
combined deflection, numerical = 20.96 nm
I0(4) = 11.3019; I1(4) = 9.7595
combined/single estimate, Bessel = 0.4722
combined/single estimate, numerical = 0.4722
single estimate/combined = 2.118
first positive zero of J1 = 3.8317
buckling compression = 1.2918 MPa
stretching at the crossover stress:
  p = 1 Pa: linear 20.96 nm, with stretching 20.96 nm
    reduction 0.0114 %, mean added stress 0.00020 MPa
  p = 2 Pa: linear 41.93 nm, with stretching 41.91 nm
    reduction 0.0456 %, mean added stress 0.00082 MPa
  p = 10 Pa: linear 209.64 nm, with stretching 207.32 nm
    reduction 1.1059 %, mean added stress 0.02004 MPa
  p = 100 Pa: linear 2096.39 nm, with stretching 1385.19 nm
    reduction 33.9246 %, mean added stress 0.95901 MPa
density (rough) = 3000 kg/m^3
self-weight pressure = 0.0294 Pa
self-weight/example pressure = 2.94 %
shear modulus G = 101.6 GPa
shear deflection/plate estimate = 1.66e-05
crossover drop if radius grows by h = 0.40 %
expansion mismatch (rough) = 1.0e-06 1/K
thermal stress per kelvin = 0.3247 MPa/K
temperature change worth the crossover stress = 4.34 K
low-stress film value (rough) = 100 MPa
  k at that stress = 33.71
  combined/membrane estimate = 0.9398
  plate estimate/combined = 75.6
```
